The polaron of the continuum SSH model as a bound kink pair

**Question**

I am adding one electron to a half-filled, dimerized chain described by the continuum SSH model. In a rigid chain the electron must go to the band edge, at energy Δ₀ above mid-gap. I am asked to show that the lattice can instead form a kink bound to an antikink, with two levels in the gap, and that the total energy is then 2√2 Δ₀/π.

I tried the profile

Δ(x) = Δ₀ − κv[tanh κ(x+x₀) − tanh κ(x−x₀)]

and wrote the gap levels as ±Δ₀ cos θ. For the filled band I integrated the change in the density of states up to a momentum cutoff Λ. My total is Δ₀ cos θ (1 − 4θ/π), which vanishes at θ = π/4 and is negative beyond it. What have I lost? And how do I know that this profile solves the self-consistency condition at every x, rather than being a good trial function?

**Answer**

You have lost a surface term at the cutoff. It is finite however large Λ is, and at the solution it equals the whole polaron energy. I will first show that the profile is self-consistent, because that part does not depend on the delicate term, and then do the energy.

**Model and conventions**

Set ħ = 1. For each of two spins the electrons obey

H = −iv σ₃ ∂ + Δ(x) σ₁, with ∂ = d/dx,

and the lattice contributes K∫Δ² dx. The lattice is static and classical, electron-electron repulsion is omitted, and the chain is long. The cutoff satisfies vΛ ≫ Δ₀. Energies are measured from the uniform half-filled chain, with mid-gap as the zero for an added electron.

For uniform Δ the energy per length is

KΔ² − 2∫₋Λ^Λ (dk/2π) √(v²k² + Δ²).

Setting its derivative to zero at Δ = Δ₀, with E_k = √(v²k² + Δ₀²), fixes the stiffness:

K = ∫₋Λ^Λ (dk/2π)(1/E_k) = (1/πv) asinh(vΛ/Δ₀).

**Why the profile gives two gap levels**

A spin rotation about σ₁ turns σ₃ into −σ₂ and leaves σ₁ alone. For a spinor (f, g) the equations become

(Δ + v∂)g = Ef,
(Δ − v∂)f = Eg.

Eliminating g, and then f, gives

−v²f″ + (Δ² + vΔ′)f = E²f,
−v²g″ + (Δ² − vΔ′)g = E²g.

Write t± = tanh κ(x±x₀) and s± = sech κ(x±x₀), and impose

tanh 2κx₀ = κv/Δ₀.

The subtraction formula for tanh then reads

t₊ − t₋ = (κv/Δ₀)(1 − t₊t₋).

Use it in the cross term of Δ²:

Δ² = Δ₀² − 2Δ₀κv(t₊ − t₋) + κ²v²(t₊ − t₋)²
= Δ₀² − 2κ²v²(1 − t₊t₋) + κ²v²(t₊² + t₋² − 2t₊t₋)
= Δ₀² − κ²v²(s₊² + s₋²).

Since vΔ′ = −κ²v²(s₊² − s₋²),

Δ² ± vΔ′ = Δ₀² − 2κ²v² s±².

Each component therefore sees a single sech² well. To solve it, define A = κt − ∂ and A† = κt + ∂, with t = tanh κx and s = sech κx. Multiplying out,

A†A = −∂² + κ²,
AA† = −∂² + κ² − 2κ²s².

So A turns a free wave into a solution in the well, without reflection. The one state not obtained this way satisfies A†f = 0, which gives f ∝ s. It is the single bound state, and it has

E² = ω₀² = Δ₀² − κ²v².

Put ω₀ = Δ₀ cos θ and κv = Δ₀ sin θ, with 0 < θ < π/2. Then cosh 2κx₀ = Δ₀/ω₀.

The lower component follows from the first-order equation. With f = s₊,

(Δ − v∂)s₊ = (Δ + κv t₊)s₊ = (Δ₀ + κv t₋)s₊.

The addition formula for cosh gives

Δ₀ + κv t₋ = Δ₀(1 + tanh 2κx₀ t₋) = ω₀ s₋/s₊.

Hence

(Δ + κv t₊)s₊ = ω₀s₋,

and g = ±s₋ for E = ±ω₀. The normalized amplitudes are f = (√κ/2)s₊ and g = ±(√κ/2)s₋, because ∫s±² dx = 2/κ. The component f is centred at −x₀ and g at +x₀. Each has a fraction (1 − tanh κx₀)/2 of its weight on the far side of x = 0, about 29% at θ = π/4.

Finally, 1 − t₊t₋ = cosh(2κx₀)s₊s₋, so the profile can be written

Δ(x) = Δ₀ − (κ²v²/ω₀)s₊s₋.

**Self-consistency at every x**

By first-order perturbation theory, the energy is stationary against an arbitrary small change of Δ(x) when

δE_total/δΔ(x) = 2KΔ(x) + Σ_occ ψ†σ₁ψ = 0, where ψ†σ₁ψ = 2Re(f*g).

For a gap level this density is ±(κ/2)s₊s₋.

For a continuum state take f = a(κt₊ − ik)e^{ikx}. Then

|f|² = a²(k² + κ² − κ²s₊²).

Far away |f| = |g|, since g = (Δ₀ − ivk)f/E there. In a box of length L this gives a²(k² + κ²) = 1/(2L), up to corrections that vanish as L → ∞. Substituting g = (Δ − v∂)f/E,

2Re(f*g) = (1/E)[2Δ|f|² − v ∂|f|²]
= (2a²/E)[Δ(k² + κ²) − κ²s₊²(Δ + κv t₊)]
= (1/LE)[Δ − κ²ω₀s₊s₋/(k² + κ²)].

The last line uses the identity found for the gap state. In the filled lower band E = −E_k.

Summing that band over k and two spins, the part proportional to Δ(x) is −2KΔ(x), which cancels the lattice term. The rest needs the integral

I = ∫₀^∞ dk/[(k² + κ²)E_k].

Substitute u = vk/E_k. Then dk/E_k = du/[v(1−u²)] and k² + κ² = (κ²v² + ω₀²u²)/[v²(1−u²)], so

I = v∫₀¹ du/(κ²v² + ω₀²u²) = (1/κω₀) arctan(ω₀/κv) = (π/2 − θ)/(κω₀).

Let n₊ and n₋ be the occupations of the upper and lower gap levels. The condition becomes

δE_total/δΔ(x) = (2/π)κ²ω₀ I s₊s₋ + (n₊ − n₋)(κ/2)s₊s₋
= κs₊s₋[1 − 2θ/π + (n₊ − n₋)/2] = 0.

The x dependence has factored out, so one choice of θ satisfies the condition everywhere. The added electron gives n₋ = 2 and n₊ = 1, hence

θ = π/4, κv = ω₀ = Δ₀/√2.

A hole has n₋ = 1 and n₊ = 0. The difference n₊ − n₋ is the same, and so is the profile.

**The energy, and the missing term**

The lattice energy changes by

K∫(Δ² − Δ₀²)dx = −Kκ²v²(2/κ + 2/κ) = −(4κv/π) asinh(vΛ/Δ₀).

For the band, compare the limits of f at the two ends of the box. For k > 0 their ratio, apart from e^{ikL}, is

(κ − ik)/(−κ − ik) = (k + iκ)/(k − iκ) = e^{iδ}, δ = 2 arctan(κ/k).

Periodic boundary conditions require kL + δ = 2πn. Because δ → π as k → 0, the solutions with k > 0 begin at n = 1, near k = π/L. Negative k mirrors them. The k = 0 state of the uniform chain has no partner: its replacement, f ∝ t₊, changes sign across the box and is not allowed. Each band thus loses one state per spin, and these two states are the gap levels.

Every other mode keeps its label n and moves from k to k − δ/L. A filled level at −E_k rises by (dE_k/dk)δ/L. Counting both signs of k, and adding Δ₀ for removing the threshold mode at −Δ₀, the band change per spin is

B = Δ₀ + (1/π)∫₀^Λ δ (dE_k/dk) dk.

Integrate by parts, with dδ/dk = −2κ/(k² + κ²). At the lower limit δE_k/π = Δ₀, which cancels the first term. At the upper limit δ ≈ 2κ/Λ and E_k ≈ vΛ. Therefore

B = 2κv/π + (2κ/π)∫₀^Λ E_k dk/(k² + κ²).

The term 2κv/π is what you dropped. Integrating the density of states to a fixed Λ removes only 1 − 2κ/(πΛ) of a state from the band. You have kept a fraction 2κ/(πΛ) of an electron too many at energy −vΛ. The fraction tends to zero, but its product with the energy does not. The number of modes must be held fixed, as in a lattice with a fixed number of sites.

For the remaining integral use E_k² = v²(k² + κ²) + ω₀²:

∫₀^Λ E_k dk/(k² + κ²) = v asinh(vΛ/Δ₀) + ω₀²I.

For two spins,

2B = 4κv/π + (4κv/π) asinh(vΛ/Δ₀) + 2ω₀ − (4/π)θω₀.

The asinh cancels against the lattice energy. Adding the gap electrons, (n₊ − n₋)ω₀, and defining ν = 2 + n₊ − n₋,

E(θ) = Δ₀[ν cos θ + (4/π)(sin θ − θ cos θ)],
dE/dθ = Δ₀ sin θ (4θ/π − ν).

For the polaron ν = 1. The derivative is negative below θ = π/4 and positive above it, so π/4 is the minimum within this family. There (4/π)θ cos θ equals cos θ, and the first and last terms cancel:

E = (4/π)Δ₀ sin(π/4) = 2√2 Δ₀/π ≈ 0.900 Δ₀.

Your expression kept just the two terms that cancel, which is why it gave zero.

**Limits and a second case**

As θ → 0 the distortion becomes wide and shallow, and E → Δ₀, the band-edge electron. For small θ,

E/Δ₀ ≈ 1 − θ²/2 + 4θ³/(3π),

so the energy falls at once and there is no barrier along the family. As θ → π/2, x₀ → ∞ and the kinks separate, with E → 4Δ₀/π ≈ 1.273 Δ₀. The polaron lies below both limits, and in this sense it is a bound pair.

Now add two electrons and fill both gap levels. Then ν = 2 and dE/dθ is negative for all θ < π/2: the kinks move apart, and the energy approaches 4Δ₀/π. This is less than two distant polarons, 4√2 Δ₀/π ≈ 1.80 Δ₀. In this model two polarons of opposite spin can therefore lower their energy by turning into two separated kinks. For parallel spins this route is closed, because the upper gap level cannot hold two electrons of the same spin. Repulsion between the electrons is left out of this comparison.

The kinks in the polaron overlap strongly. From tanh 2κx₀ = 1/√2 one finds 2κx₀ = ln(1+√2) and tanh κx₀ = √2 − 1. The distortion is deepest at the centre, where

Δ(0) = Δ₀ − 2κv tanh κx₀ = (√2 − 1)Δ₀ ≈ 0.414 Δ₀.

The gap parameter is reduced but never changes sign, unlike in a pair of distant kinks.

**A numerical example**

Take round model parameters Δ₀ = 0.02 hartree and v = 0.4 atomic units, which describe no particular material. The coherence length is ξ = v/Δ₀ = 20 bohr. Then

κ = 1/(√2 × 20 bohr) = 0.0354 bohr⁻¹,
2x₀ = 0.8814/κ = 24.9 bohr,
ω₀ = 0.02/√2 = 0.01414 hartree.

In the order of the terms in E(θ), the energy is

E = 0.01414 + 0.01801 − 0.01414 = 0.01801 hartree = 0.490 eV.

The binding energy relative to the band edge is 0.02000 − 0.01801 = 0.00199 hartree, or 0.054 eV. That is only 10% of Δ₀, although the gap parameter at the centre drops by 59%: the cost of distorting the chain and its filled levels, E − ω₀ ≈ 0.193 Δ₀, offsets about two thirds of the gain, Δ₀ − ω₀ ≈ 0.293 Δ₀, from lowering the added electron's level.

**How far to trust it**

Two numerical checks appear in the output below. The first diagonalizes the Dirac operator in a periodic box and sums the levels without using the phase shift. Results from two plane-wave cutoffs are extrapolated to infinite cutoff. At θ = π/4 it gives 0.9004 Δ₀ and a vanishing gradient δE_total/δΔ at the centre. (The output prints this gradient under the label "force"; the force on Δ is its negative.) At θ = 0.5 the gradient is positive, so lowering Δ lowers the energy and the dent deepens; at θ = 1.2 it is negative, so the dent fills in.

The second check relaxes a discrete SSH ring with one extra electron, starting from a Gaussian dent. For coherence lengths of 8 and 16 sites the energy is 0.892 and 0.898 of the ring's own band edge. The distance from the continuum value 0.900 shrinks from about 0.008 to 0.003, and the gap level and central gap parameter also move towards their continuum values. The continuum result thus needs ξ to be long compared with the lattice spacing.

The derivation proves that the profile is stationary against any small static change of Δ(x), and that it is the minimum within the one-parameter family of kink pairs obeying tanh 2κx₀ = κv/Δ₀. It does not prove that no other profile lies lower. The ring supports stability, but its starting dent was symmetric, so it did not explore every distortion. The static-lattice assumption also matters: if phonon energies are not small compared with the electronic energies here, quantum motion of the lattice can change a binding energy as small as 0.1 Δ₀ appreciably.

Calculated quantities

```
Delta0 = 0.0200 hartree
v = 0.40 atomic units of velocity
coherence length xi = 20.00 bohr
theta = 0.78540 rad
kappa = 0.03536 1/bohr
kink separation 2 x0 = 24.929 bohr
2 x0 / xi = 1.2465
2 kappa x0 = 0.8814
Delta(0) = 0.008284 hartree
Delta(0)/Delta0 = 0.41421
upper gap level = 0.014142 hartree
term Delta0 cos(theta) = 0.014142 hartree
term (4/pi) kappa v = 0.018006 hartree
term -(4/pi) theta Delta0 cos(theta) = -0.014142 hartree
polaron energy = 0.018006 hartree = 0.4900 eV
polaron energy / Delta0 = 0.90032
binding energy = 0.001994 hartree = 0.0543 eV
binding energy / Delta0 = 0.09968
two separated kinks = 0.025465 hartree
two separated kinks / Delta0 = 1.27324
Plane-wave box (energies in Delta0, force in Delta0/v):
theta = 0.5000 rad: E box 0.9293, formula 0.9293
  gap level 0.87758; force at x=0: box 0.0814, formula 0.0814
theta = 0.7854 rad: E box 0.9004, formula 0.9003
  gap level 0.70711; force at x=0: box -0.0000, formula 0.0000
theta = 1.2000 rad: E box 0.9955, formula 0.9954
  gap level 0.36236; force at x=0: box -0.1308, formula -0.1309
Relaxed discrete SSH ring (in units of its own band edge):
xi = 8 sites: energy 0.8920, level 0.6895, central gap parameter 0.3848
xi = 16 sites: energy 0.8975, level 0.7011, central gap parameter 0.4040
```
